\section*{Sheet resistance from a symmetric van der Pauw measurement}

\section{Problem}

A disc of doped graphene lies on semi-insulating silicon carbide, a wide-gap substrate used in Hall metrology. Four small contacts $A$, $B$, $C$, $D$ sit at equal intervals, in this order, around its edge. No magnetic field is applied. A current $I$ is sent in at one contact and out at the next, and the voltage is read between the other two. The two readings are
\begin{equation}
R_1=\frac{V_D-V_C}{I}\quad(\text{in at }A,\text{ out at }B),\qquad
R_2=\frac{V_A-V_D}{I}\quad(\text{in at }B,\text{ out at }C).
\label{def}
\end{equation}
With these signs both are positive. The measurement gives $R_1=R_2=R=70\ \Omega$; at $I=100\ \mu$A the voltmeter shows $7.00$ mV.

The sheet resistance $R_s$ is the ratio of the electric field to the current per unit width, $\mathbf E=R_s\mathbf K$. It is also the resistance of a square strip with uniform flow between two opposite sides, hence the unit ohm per square.

(a) Estimate $R_s$ by scaling. (b) Find it exactly for point contacts. (c) Compare the two values and explain the difference. (d) The disc is 10 mm across and each contact covers 0.5 mm of its edge. How far does this shift the answer? (e) Do equal readings prove that the sheet is isotropic?

For (a) to (d) the sheet is taken as uniform, isotropic, ohmic and free of holes, and thin enough for two-dimensional flow. The voltmeter draws no current, so the resistance of the voltage contacts causes no voltage drop. That of the current contacts does not enter either, because the current is imposed. Both statements refer to point contacts; along a contact of finite length current passes in and out of the metal, and the interface resistance then affects the correction in (d).

\section{First estimate by scaling}

For point contacts, the equations of flow in a sheet contain no length besides the size of the sample. Enlarging the sample by a factor $s$ at fixed $I$ divides the field by $s$ and multiplies the distance between voltage contacts by $s$. The voltage is unchanged, so $R_s=gR$, with $g$ a pure number set by the shape of the sheet and the arrangement of the contacts.

To estimate $g$, note that current entering at a point of the edge spreads over roughly a semicircle. At distance $r$ the current per unit width is $I/(\pi r)$ and the field is $IR_s/(\pi r)$. The contacts form a square of side $\ell$. Put $A$ at $(0,0)$, $B$ at $(\ell,0)$, $C$ at $(\ell,\ell)$ and $D$ at $(0,\ell)$. The source at $A$ pushes current away from itself and the sink at $B$ draws it in, so on the line $DC$ both contribute positively to the field along $x$:
\begin{equation}
E_x(x)=\frac{IR_s}{\pi}\left[\frac{x}{x^2+\ell^2}+\frac{\ell-x}{(\ell-x)^2+\ell^2}\right].
\label{field}
\end{equation}
At the midpoint $x=\ell/2$ each term is $(\ell/2)/(5\ell^2/4)=0.4/\ell$, so $E_x=0.8\,IR_s/(\pi\ell)$. Multiplying this one value by the length $\ell$ gives
\begin{equation}
V_D-V_C\approx\frac{0.8}{\pi}IR_s,\qquad
R_s\approx\frac{\pi}{0.8}R\approx3.93\times70\ \Omega\approx275\ \Omega/\text{sq}.
\end{equation}
The sheet resistance is several times the reading because the voltage is taken on the far side of the sample, where the current is spread out.

\section{Exact solution for point contacts}

\subsection{Half-plane}

Consider first a sheet filling a half-plane, with the contacts on its straight edge. Here the spreading over a semicircle is exact: radial flow from an edge point runs parallel to the edge and never crosses it. Integrating $E=-dV/dr=IR_s/(\pi r)$ gives
\begin{equation}
V(r)=-\frac{IR_s}{\pi}\ln r+\text{constant}.
\end{equation}
A sink has the opposite sign, and the potentials add because the equations are linear. Let the successive gaps between $A$, $B$, $C$, $D$ be $a$, $b$, $c$. With current in at $A$ and out at $B$,
\begin{align}
V_D&=\frac{IR_s}{\pi}\left[-\ln(a+b+c)+\ln(b+c)\right],\\
V_C&=\frac{IR_s}{\pi}\left[-\ln(a+b)+\ln b\right],
\end{align}
up to a common constant. Subtracting and dividing by $I$,
\begin{equation}
R_1=\frac{R_s}{\pi}\ln\frac{(a+b)(b+c)}{b(a+b+c)}.
\label{r1}
\end{equation}
With current in at $B$ and out at $C$,
\begin{align}
V_A&=\frac{IR_s}{\pi}\left[-\ln a+\ln(a+b)\right],\\
V_D&=\frac{IR_s}{\pi}\left[-\ln(b+c)+\ln c\right],
\end{align}
and therefore
\begin{equation}
R_2=\frac{R_s}{\pi}\ln\frac{(a+b)(b+c)}{ac}.
\label{r2}
\end{equation}
Multiply \eqref{r1} and \eqref{r2} by $-\pi/R_s$, exponentiate, and add:
\begin{equation}
e^{-\pi R_1/R_s}+e^{-\pi R_2/R_s}
=\frac{b(a+b+c)+ac}{(a+b)(b+c)}=1,
\label{vdp}
\end{equation}
because both numerator and denominator expand to $ab+b^2+bc+ac$. The gaps have dropped out. This is the van der Pauw equation.

\subsection{Other shapes}

In a uniform sheet, current conservation gives $\nabla^2V=0$, and no current crosses the free edge, so the normal derivative of $V$ vanishes there. A conformal map preserves both conditions. It stretches lengths locally by a factor $m$, equal in all directions, and so divides the gradient of $V$ by $m$. The current through a line element, $R_s^{-1}|\partial V/\partial n|\,ds$, is unchanged: one factor falls as the other grows. Potentials and contact currents carry over with the same $R_s$.

By the Riemann mapping theorem, a simply connected sheet can be mapped onto the half-plane. Its contacts keep their order along the edge if the point sent to infinity lies between $D$ and $A$. Equation \eqref{vdp} thus holds for the disc, and for any other sheet without holes that has point contacts on its edge.

A resistor-network calculation on a $60\times60$ mesh tests this without using \eqref{vdp} to find the voltages. A square with $R_s=1$ and unevenly placed contacts gave readings 0.2023 and 0.2402; inserted in \eqref{vdp}, they return $R_s=1.0002$. A square with one corner region cut away returned 1.0006. The departures from 1 are mesh error: the exact readings for the first case are 0.2022 and 0.2402, and a $240\times240$ mesh brings the second result to 1.00004.

A hole removes the basis of the argument, since a sheet with a hole cannot be mapped conformally onto a half-plane. For a square with corner contacts and a central square hole one third as wide, a $60\times60$ network gives an apparent $R_s$ that is 1.776 times the true one. The sharp corners of the hole make this value converge slowly, and finer meshes raise it to 1.782. If the 70 $\Omega$ readings came from such a sample, its true sheet resistance would be about $317.27/1.782\approx178\ \Omega$/sq, where the numerator is the hole-free result found next.

\subsection{Equal readings}

For positive readings, each exponential in \eqref{vdp} rises steadily with $R_s$. Their sum goes from 0 to 2 and passes 1 once, so there is one positive solution. With $R_1=R_2=R$,
\begin{equation}
2e^{-\pi R/R_s}=1
\quad\Rightarrow\quad
\frac{\pi R}{R_s}=\ln2
\quad\Rightarrow\quad
R_s=\frac{\pi}{\ln2}R .
\label{main}
\end{equation}
The numerical factor is 4.5324, and
\begin{equation}
R_s=4.5324\times70\ \Omega=317.27\ \Omega/\text{sq}\approx0.317\ \text{k}\Omega/\text{sq}.
\end{equation}
An error of 1 $\Omega$ common to both readings moves the result by about 4.5 $\Omega$/sq, and independent errors of 1 $\Omega$ by about 3.2 $\Omega$/sq. The result should then be quoted as 317 $\Omega$/sq with that uncertainty. Further digits are kept below to show small corrections.

\subsection{Slightly unequal readings}

Let the readings be $R(1-\epsilon)$ and $R(1+\epsilon)$, and write $y=\pi R/R_s$. Equation \eqref{vdp} becomes $2e^{-y}\cosh(\epsilon y)=1$, or
\begin{equation}
y=\ln2+\ln\cosh(\epsilon y)\approx\ln2+\tfrac12\epsilon^2(\ln2)^2 .
\end{equation}
The last step uses $\ln\cosh u\approx u^2/2$ and puts $y\approx\ln2$ in the small term. Inverting to the same order,
\begin{equation}
R_s\approx\frac{\pi R}{\ln2}\left(1-\frac{\ln2}{2}\epsilon^2\right).
\end{equation}
The first-order term is absent because interchanging the readings leaves \eqref{vdp} unchanged. For 69 and 71 $\Omega$, $\epsilon=1/70$ and the reduction is about 0.02 $\Omega$/sq; direct solution of \eqref{vdp} gives 317.24 $\Omega$/sq. An error common to both readings matters far more than an equal and opposite one of the same size.

\section{Comparison of the two results}

The estimate, 275 $\Omega$/sq, is 13\% below the exact value. Two approximations could be responsible: semicircular spreading in a disc, and the use of the midpoint field for the whole line $DC$.

The first turns out to cost nothing. Let the disc have radius $r_0$, and consider $\ln r$ with $r$ measured from a source on the rim. At another rim point, separated from the source by the angle $\theta$ seen from the centre, $r^2=2r_0^2(1-\cos\theta)$. The outward normal derivative there is
\begin{equation}
\frac{\partial\ln r}{\partial n}
=\frac{r_0(1-\cos\theta)}{2r_0^2(1-\cos\theta)}=\frac1{2r_0},
\end{equation}
the same at every rim point. The contributions of a source and an equal sink cancel, so the sum of two logarithms satisfies the edge condition of the disc, and \eqref{field} is its exact field.

The whole difference therefore comes from the midpoint value. In units of $IR_s/(\pi\ell)$ the field is 0.8 at the middle of $DC$ but 0.5 at its ends. Its average follows by integration. The two terms of \eqref{field} contribute equally, as $x\to\ell-x$ shows, so
\begin{equation}
V_D-V_C=\frac{2IR_s}{\pi}\int_0^\ell\frac{x\,dx}{x^2+\ell^2}
=\frac{IR_s}{\pi}\ln\frac{2\ell^2}{\ell^2}
=\frac{IR_s}{\pi}\ln2 .
\end{equation}
This recovers \eqref{main} for the disc without a conformal map. The estimate had 0.8 where the average is $\ln2\approx0.693$. It overstated the voltage for a given $R_s$, and so understated the $R_s$ needed to explain 70 $\Omega$.

\section{Contacts of finite length}

Model each contact as a metal arc that lies along the edge, does not reach into the sheet, and has negligible interface resistance, so that it holds a stretch of the edge at one potential. An interface resistance of 1\% of $R_s$ already reduces the shift found below by about a tenth. Let each contact have length $d$ and half-angle $\alpha=d/(2r_0)$, seen from the centre. First give only $D$ a finite length. Place $A,B,C,D$ at angles $0,\pi/2,\pi,3\pi/2$. Two rim points at angles $\theta$ and $\varphi$ are $2r_0|\sin\frac{\theta-\varphi}2|$ apart, so with $k=IR_s/\pi$ the undisturbed rim potential is
\begin{equation}
V(\theta)=k\left[-\ln\left|\sin\tfrac{\theta}{2}\right|
+\ln\left|\sin\tfrac{\theta-\pi/2}{2}\right|\right].
\end{equation}
Differentiating and setting $\theta=3\pi/2$ gives
\begin{align}
V'&=\frac k2\left[-\cot\tfrac{3\pi}{4}+\cot\tfrac{\pi}{2}\right]=\frac k2,\\
V''&=\frac k4\left[\frac1{\sin^2(3\pi/4)}-\frac1{\sin^2(\pi/2)}\right]=\frac k4 .
\end{align}

Write position along the contact as $\alpha t$, with $-1<t<1$. Current enters and leaves the sheet through the contact, with density $j(t)$ per unit $t$ and zero total, so as to cancel the variation of $V$. For $|t|<1$ two standard integrals are needed:
\begin{equation}
\int_{-1}^{1}\frac{\ln|t-t'|}{\sqrt{1-t'^2}}dt'=-\pi\ln2,\qquad
\int_{-1}^{1}\frac{t'\ln|t-t'|}{\sqrt{1-t'^2}}dt'=-\pi t .
\end{equation}
Both follow from $t=\cos u$, $t'=\cos u'$ and the series $\ln|\cos u-\cos u'|=-\ln2-2\sum_{n\ge1}\cos(nu)\cos(nu')/n$.

By the first integral, the potential made by $j$ averages to zero over the contact with weight $1/(\pi\sqrt{1-t^2})$, to the order kept. The contact potential is thus the weighted average of the undisturbed one. Since $t$ averages to 0 and $t^2$ to $1/2$,
\begin{equation}
\delta V_D=\tfrac12V''\alpha^2\cdot\tfrac12=\frac{k\alpha^2}{16}.
\end{equation}
By the second integral, $j=qt/\sqrt{1-t^2}$ produces the potential $R_sqt$. This must cancel $V'\alpha t$, so $q=-V'\alpha/R_s$. The current dipole is
\begin{equation}
p=\int_{-1}^{1}\alpha t\,j\,dt=\frac{\pi\alpha q}{2}=-\frac{\pi\alpha^2V'}{2R_s}.
\end{equation}
A unit source at $\varphi$ gives $-(R_s/\pi)\ln|\sin\frac{\theta-\varphi}2|$ at $\theta$. Its derivative with respect to $\varphi$ is $(R_s/2\pi)\cot\frac{\theta-\varphi}2$, which equals $-R_s/(2\pi)$ for a source at $D$ and $\theta$ at $C$. Hence
\begin{equation}
\delta V_C=-\frac{R_s}{2\pi}p=\frac{\alpha^2V'}{4}=\frac{k\alpha^2}{8}.
\end{equation}
The measured difference changes by $\delta V_D-\delta V_C=-k\alpha^2/16$, relative to $k\ln2$. Mirror symmetry gives the same shift for contact $C$. Reciprocity, the equality of the readings when current and voltage pairs are exchanged, extends it to $A$ and $B$. To leading order the four shifts add:
\begin{equation}
\frac{\delta R}{R}=-\frac{\alpha^2}{4\ln2}=-\frac{d^2}{4\ln2\,(2r_0)^2}.
\end{equation}
Here $\alpha=0.5/10=0.05$, and the reading is low by 0.0902\%. A numerical solution with four equipotential arcs gives 0.0903\%. Correcting for it raises the sheet resistance from 317.27 to 317.55 $\Omega$/sq. The shift is small because it is quadratic in $d/(2r_0)$. Its coefficient depends on the contact. Semicircular pads that cover the same 0.5 mm of edge but reach into the sheet lower the reading about four times as much: 0.36\% to leading order in $\alpha$, and 0.37\% in a full solution for pads centred on the rim, a correction of about 1.2 $\Omega$/sq. An interface resistance spread evenly along each arc weakens the shunting: the shift is $-0.087\%$ for 1 $\Omega$ per contact, $-0.082\%$ for 3 $\Omega$, $-0.069\%$ for 10 $\Omega$, about zero for 100 $\Omega$, and tends to $+\alpha^2/(6\ln2)=+0.060\%$ for very large values.

\section{What equal readings leave open}

Suppose the sheet resistances along $x$ and $y$ differ, with values $\rho_x$ and $\rho_y$. Define $\lambda=(\rho_x/\rho_y)^{1/4}$ and new coordinates $X=\lambda x$, $Y=y/\lambda$. The currents through elements $dy$ and $dx$ are, apart from sign,
\begin{align}
\frac1{\rho_x}\frac{\partial V}{\partial x}dy
&=\frac{\lambda^2}{\rho_x}\frac{\partial V}{\partial X}dY
=\frac1{\sqrt{\rho_x\rho_y}}\frac{\partial V}{\partial X}dY,\\
\frac1{\rho_y}\frac{\partial V}{\partial y}dx
&=\frac1{\lambda^2\rho_y}\frac{\partial V}{\partial Y}dX
=\frac1{\sqrt{\rho_x\rho_y}}\frac{\partial V}{\partial Y}dX .
\end{align}
The rescaled sheet is isotropic, and \eqref{vdp} returns $R_s=\sqrt{\rho_x\rho_y}$.

Take a square aligned with these axes, with contacts at the middles of its sides. Rescaling makes it a rectangle, still symmetric under reflection in its midlines. The reflection that exchanges $A$ and $C$ turns the first measurement into one with current in at $C$, out at $B$, and voltage $V_D-V_A$. Reversing the current gives the second measurement, so $R_1=R_2$ for any $\rho_y/\rho_x$. The same holds for the disc if the lines $AC$ and $BD$ lie along the axes, since rescaling makes it an ellipse with the same symmetry. With $\rho_y/\rho_x=1.2$ and the geometric mean held at 317.27 $\Omega$/sq, the directional values are 289.6 and 347.5 $\Omega$/sq, yet both readings are 70.0 $\Omega$. Contacts at the corners of the same square would give 51.8 and 92.2 $\Omega$. On the disc the alignment must be close: turning the axes by $5^\circ$ from the lines $AC$ and $BD$ gives 66.86 and 73.25 $\Omega$, and by $45^\circ$ gives 53.2 and 90.1 $\Omega$; turning them the other way interchanges the two readings. The answer to (e) is no: equal readings fix the geometric mean, and whether they reveal anisotropy depends on where the contacts are.

\section{The graphene sheet}

An electron density $n=10^{13}\ \text{cm}^{-2}$ is a rough typical value for as-grown graphene on silicon carbide. In the Drude relation $1/R_s=en\mu$ it gives a mobility $\mu\approx2000\ \text{cm}^2/\text{Vs}$. This is high for such material at 300 K, where roughly 1000 $\text{cm}^2$/Vs is more usual, so 317 $\Omega$/sq is on the low side. Real sheets can break the assumption of isotropy, for instance through steps on the substrate. In the example above, the directional values lie about 9\% below and 10\% above the measured mean. Patches of different thickness or doping would break uniformity; their effect depends on the pattern and is not calculated here.

Local ohmic conduction requires a mean free path $l$ much shorter than the contacts. For graphene, $n=k_F^2/\pi$ and $E_F=\hbar vk_F$, so the density of states is $dn/dE=2k_F/(\pi\hbar v)$. The Einstein relation with diffusion constant $vl/2$ then gives
\begin{equation}
\frac1{R_s}=e^2\,\frac{2k_F}{\pi\hbar v}\,\frac{vl}{2}=\frac{2e^2}{h}k_Fl .
\end{equation}
Hence $l\approx70$ nm, far below 0.5 mm. With the rough velocity $v=10^6$ m/s, $E_F\approx0.37$ eV, which is about $14\,k_BT$ at 300 K, so the degenerate formula is suitable.

Three other effects are sized with rough assumed inputs. A substrate of resistivity $10^5\ \Omega\,$cm and thickness 0.35 mm, conducting in parallel, would carry about 0.01\% of the sheet current. The resistance of the graphene between the two current contacts, without the metal interfaces, is 815 $\Omega$, so 100 $\mu$A dissipates 8.15 $\mu$W in the graphene. Dividing by a substrate thermal conductivity of 3 W/(cm K) and the contact length gives a heating scale of $5\times10^{-5}$ K, without heat produced at the metal interface. This assumes that the back of the substrate is held at the bath temperature. A chip of the size of the disc cooled only by air, with a transfer coefficient near 10 W/(m$^2$K) on both faces, warms by about 5 mK, which is still negligible. A temperature coefficient of 0.2\% per kelvin turns a drift of 1 K into about 0.6 $\Omega$/sq, more than twice the correction for thin edge arcs but about half of that for semicircular pads. For a drift of about 1 K, temperature and contact size thus matter at a similar level. A temperature difference between the voltage contacts adds a thermoelectric offset, roughly 20 to 40 $\mu$V per kelvin by the Mott formula at this $E_F$ if the conductivity rises with energy as $E$ to $E^2$ (less for a weaker dependence), or 0.3 to 0.6\% of the 7 mV reading; averaging over both directions of the current removes it.

\section*{Numbers as computed}
\begin{verbatim}
Each four-terminal reading: 70.0 ohm
Factor pi/ln 2: 4.5324
Sheet resistance: 317.27 ohm/sq
Sheet resistance: 0.3173 kohm/sq
Current: 100 uA
Measured voltage: 7.00 mV
Network tests, true sheet resistance 1:
  square, corner contacts: 1.00050
  asymmetric readings: 0.2023, 0.2402
  asymmetric contacts, result: 1.00017
  notched sheet, result: 1.00060
  central hole one third wide, result: 1.776
Disc diameter: 10.0 mm
Contact length: 0.5 mm
Contact-length loss, computed: 0.0903 %
Contact-length loss, law: 0.0902 %
Corrected sheet: 317.55 ohm/sq
Assumed electron density: 1.0e+13 cm^-2
Mobility: 1967 cm2/Vs
Assumed graphene velocity: 1.0e+06 m/s
Mean free path: 72.6 nm
Fermi energy: 0.369 eV
Temperature of use: 300 K
Fermi energy / kT: 14.3
Assumed substrate resistivity: 1.0e+05 ohm cm
Assumed substrate thickness: 0.35 mm
Substrate leakage / sheet current: 0.0111 %
Two-terminal sheet part: 815 ohm
Joule power in sheet: 8.15 uW
Assumed thermal conductivity: 3.0 W/(cm K)
Heating scale at a contact: 5.4e-05 K
Assumed temperature coefficient: 0.2 %/K
Sheet change for 1 K drift: 0.63 ohm/sq
Sheet from readings 69 and 71 ohm: 317.24 ohm/sq
Anisotropy example rho_y/rho_x: 1.2
  rho_x, rho_y: 289.6, 347.5 ohm/sq
  square, corner R1: 51.8 ohm
  square, corner R2: 92.2 ohm
  square, mid-side R1: 70.0 ohm
  square, mid-side R2: 70.0 ohm
\end{verbatim}
